# Why Polarization Electrostriction Varies Less with Temperature than Field Electrostriction: a numerical check

```python
"""
Result under test: in a paraelectric crystal the field electrostriction M
(strain = M E^2) equals Q eta^2, with eta = dP/dE and strain = Q P^2.
M = (1/2) d(eta)/d(stress) diverges at the stability limit T0, whereas
Q = -(1/2) d(1/eta)/d(stress) stays finite there in mean-field theory.

Model, per cell, Hartree atomic units (temperature enters as kT):
  u displacement, m = <u>, x strain, E field, sigma tensile stress
  site energy      k u^2/2 + b u^4/4 - g x u^2 - Z E u
  cell coupling    -(J + 2 h x) m^2 / 2   (infinite range)
  elastic energy   K x^2/2 - v sigma x
  polarization     P = Z m / v
A second model (short-range coupling, self-consistent soft mode) shows
what happens when the susceptibility exponent gamma is 2 instead of 1.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants as sc

k, b, J, g, h, K, Z, v = 0.02, 0.2, 0.036, 0.1, 0.1, 3.0, 6.0, 400.0
u = np.linspace(-1.5, 1.5, 601)
du = u[1] - u[0]
F_SMALL = 4e-6          # small effective site field, hartree/bohr


def site_average(kT, x, f, powers):
    expo = -(0.5*k*u**2 + 0.25*b*u**4 - g*x*u**2 - f*u) / kT
    w = np.exp(expo - expo.max())
    w /= w.sum()
    return [float(np.dot(w, u**n)) for n in powers]


def equilibrium(kT, f, sigma=0.0):
    """Self-consistent strain, polarization and applied field for site field f."""
    x = 0.0
    for _ in range(40):
        m, s2 = site_average(kT, x, f, (1, 2))
        x = (v*sigma + g*s2 + h*m*m) / K
    m = site_average(kT, x, f, (1,))[0]
    E = (f - (J + 2*h*x)*m) / Z
    return x, Z*m/v, E


def low_field(kT, sigma=0.0):
    """eta, Q and M from the strain and polarization in a small field."""
    x0 = equilibrium(kT, 0.0, sigma)[0]
    x, P, E = equilibrium(kT, F_SMALL, sigma)
    return P/E, (x - x0)/P**2, (x - x0)/E**2


def inverse_eta(kT, sigma=0.0):
    _, P, E = equilibrium(kT, F_SMALL, sigma)
    return E/P


def stability_limit(sigma=0.0):
    return brentq(inverse_eta, 5e-4, 2e-3, args=(sigma,), xtol=1e-16, rtol=1e-14)


def free_energy(m, x, E, kT):
    f = Z*E + (J + 2*h*x)*m
    expo = -(0.5*k*u**2 + 0.25*b*u**4 - g*x*u**2 - f*u) / kT
    top = expo.max()
    log_z = top + np.log(np.exp(expo - top).sum()*du)
    return 0.5*(J + 2*h*x)*m*m + 0.5*K*x*x - kT*log_z


def close(a, c, tol):
    return abs(a - c) <= tol*abs(c)


T0 = stability_limit()

# The self-consistent state is a stationary point of the free energy.
x, P, E = equilibrium(1.1*T0, 2e-3)
m, d = P*v/Z, 1e-5
slope_m = (free_energy(m+d, x, E, 1.1*T0) - free_energy(m-d, x, E, 1.1*T0))/(2*d)
slope_x = (free_energy(m, x+d, E, 1.1*T0) - free_energy(m, x-d, E, 1.1*T0))/(2*d)
assert abs(slope_m) < 1e-8 and abs(slope_x) < 1e-8

# Field experiment against stress derivatives and against site moments.
ratios = (1.01, 1.03, 1.1, 1.3, 1.5)
table, parts = [], []
ds = 1e-8
for r in ratios:
    kT = r*T0
    eta, Q, M = low_field(kT)
    eta_up, eta_dn = low_field(kT, ds)[0], low_field(kT, -ds)[0]
    M_stress = 0.5*(eta_up - eta_dn)/(2*ds)
    Q_stress = -0.5*(1/eta_up - 1/eta_dn)/(2*ds)
    assert close(M, M_stress, 3e-4)
    assert close(Q, Q_stress, 3e-4)
    assert close(M_stress, Q*eta**2, 3e-4)
    x0 = equilibrium(kT, 0.0)[0]
    s2, s4 = site_average(kT, x0, 0.0, (2, 4))
    W = s4 - s2**2
    kappa = W/(2*s2**2)
    stiffness = K - g**2*W/kT
    assert close(Q, (v/Z)**2*(g*kappa + h)/stiffness, 1e-4)
    assert close(1/eta, v/Z**2*(kT/s2 - J - 2*h*x0), 3e-4)
    table.append((r, eta, Q, M))
    parts.append((s2, kappa, stiffness))

Q_change = table[0][2]/table[-1][2]
M_change = table[0][3]/table[-1][3]
assert abs(Q_change - 1) < 0.1 and M_change > 500

# Limit of Q at T0 from the stress shift of T0 and the Curie-Weiss slope.
ds0 = 1e-7
shift = (stability_limit(ds0) - stability_limit(-ds0))/(2*ds0)
dT = 1e-4*T0
curie_slope = (inverse_eta(T0 + dT) - inverse_eta(T0 - dT))/(2*dT)
Q_T0 = low_field(T0*(1 + 1e-6))[1]
assert close(0.5*shift*curie_slope, Q_T0, 1e-3)

# Exponents close to T0: eta -> -1, M -> -2, Q -> 0.
near, far = low_field(1.001*T0), low_field(1.002*T0)
exp_eta, exp_Q, exp_M = [np.log(c/a)/np.log(2) for a, c in zip(near, far)]
assert abs(exp_eta + 1) < 0.02 and abs(exp_M + 2) < 0.03 and abs(exp_Q) < 0.01

# Logarithmic temperature slopes at 1.1 T0.
hi, lo = low_field(1.101*T0), low_field(1.099*T0)
log_eta, log_Q, log_M = [1.1*np.log(a/c)/0.002 for a, c in zip(hi, lo)]
assert abs(log_Q) < 0.05*abs(log_M)

# Strong field at 1.01 T0: strain follows P^2, not E^2.
kT, E_strong = 1.01*T0, 5e-6
f_strong = brentq(lambda f: equilibrium(kT, f)[2] - E_strong, 1e-7, 2e-2, xtol=1e-15)
x_s, P_s, E_s = equilibrium(kT, f_strong)
dx_s = x_s - equilibrium(kT, 0.0)[0]
M_fraction = dx_s/E_s**2/table[0][3]
Q_fraction = dx_s/P_s**2/table[0][2]
assert M_fraction < 0.5 and abs(Q_fraction - 1) < 0.05


# Short-range soft mode in three dimensions, dimensionless, cutoff 1:
# 1/eta = r solves r = -1 - 2 q stress + T * integral_0^1 p^2 dp/(r + p^2).
def soft_mode(T, stress, q=0.5):
    def gap(s):
        return s*s + 1 + 2*q*stress - T*(1 - s*np.arctan(1/s))
    return brentq(gap, 1e-9, 1.0, xtol=1e-17, rtol=1e-14)**2


def soft_coefficients(t):
    step = 1e-3*t
    r_up, r_dn = soft_mode(1+t, step), soft_mode(1+t, -step)
    return (1/soft_mode(1+t, 0.0), -0.5*(r_up - r_dn)/(2*step),
            0.5*(1/r_up - 1/r_dn)/(2*step))


n1, n2 = soft_coefficients(1e-3), soft_coefficients(2e-3)
sr_eta, sr_Q, sr_M = [np.log(c/a)/np.log(2) for a, c in zip(n1, n2)]
assert abs(sr_eta + 2) < 0.02 and abs(sr_Q - 1) < 0.02 and abs(sr_M + 3) < 0.03

# Unit conversions.
pc = sc.physical_constants
kelvin = pc['Hartree energy'][0]/sc.k
P_unit = sc.e/pc['Bohr radius'][0]**2
E_unit = pc['atomic unit of electric field'][0]
p_unit = pc['Hartree energy'][0]/pc['Bohr radius'][0]**3

print("Inputs (Hartree atomic units)")
print(f"k = {k}, b = {b}, J = {J}, g = {g}, h = {h}, K = {K}, Z = {Z}, v = {v}")
print(f"kT0 = {T0:.6e} hartree; T0 = {T0*kelvin:.1f} K")
print("T/T0, eta [a.u.], chi_e = 4 pi eta [1], Q [a.u.], M [a.u.]")
for r, eta, Q, M in table:
    print(f"{r:.2f}  {eta:.3f}  {4*np.pi*eta:.1f}  {Q:.3f}  {M:.4e}")
print(f"Q(1.01 T0)/Q(1.5 T0) = {Q_change:.4f}")
print(f"M(1.01 T0)/M(1.5 T0) = {M_change:.1f}")
print(f"eta ratio squared, same temperatures = {(table[0][1]/table[-1][1])**2:.1f}")
print("T/T0, <u^2> [bohr^2], kappa [1], softened K [hartree]")
for r, (s2, kappa, stiffness) in zip(ratios, parts):
    print(f"{r:.2f}  {s2:.6f}  {kappa:.4f}  {stiffness:.5f}")
print(f"d(kT0)/d(stress) = {shift:.4f} bohr^3")
print(f"dT0/d(stress) = {shift*kelvin/p_unit*1e9:.2f} K/GPa")
print(f"d(1/eta)/d(kT) at T0 = {curie_slope:.3f} a.u.")
print(f"Q at T0 from these two slopes = {0.5*shift*curie_slope:.3f} a.u.")
print(f"Q at T0 from strain and polarization = {Q_T0:.3f} a.u.")
print("Exponents in T-T0, from 1.001 T0 and 1.002 T0")
print(f"eta: {exp_eta:.4f}, Q: {exp_Q:.5f}, M: {exp_M:.4f}")
print("T d ln(.)/dT at 1.1 T0")
print(f"eta: {log_eta:.3f}, Q: {log_Q:.4f}, M: {log_M:.3f}")
print(f"SI at 1.1 T0: Q = {table[2][2]/P_unit**2:.4f} m^4/C^2")
print(f"SI at 1.1 T0: M = {table[2][3]/E_unit**2:.3e} m^2/V^2")
print(f"Strong field at 1.01 T0: E = {E_s:.2e} a.u. = {E_s*E_unit:.3e} V/m")
print(f"P = {P_s:.4e} a.u.; linear estimate eta E = {table[0][1]*E_s:.4e} a.u.")
print(f"field-induced strain = {dx_s:.4e}")
print(f"(strain/E^2)/M = {M_fraction:.4f}; (strain/P^2)/Q = {Q_fraction:.4f}")
print("Short-range soft mode, exponents in T-Tc")
print(f"eta: {sr_eta:.4f}, Q: {sr_Q:.4f}, M: {sr_M:.4f}")
print("every check passed")
```

Running it gives:

```
Inputs (Hartree atomic units)
k = 0.02, b = 0.2, J = 0.036, g = 0.1, h = 0.1, K = 3.0, Z = 6.0, v = 400.0
kT0 = 1.198674e-03 hartree; T0 = 378.5 K
T/T0, eta [a.u.], chi_e = 4 pi eta [1], Q [a.u.], M [a.u.]
1.01  858.992  10794.4  259.165  1.9123e+08
1.03  287.591  3614.0  258.999  2.1421e+07
1.10  87.576  1100.5  258.448  1.9822e+06
1.30  30.364  381.6  257.093  2.3703e+05
1.50  18.873  237.2  255.984  9.1177e+04
Q(1.01 T0)/Q(1.5 T0) = 1.0124
M(1.01 T0)/M(1.5 T0) = 2097.3
eta ratio squared, same temperatures = 2071.6
T/T0, <u^2> [bohr^2], kappa [1], softened K [hartree]
1.01  0.033327  0.7414  2.98640
1.03  0.033790  0.7403  2.98631
1.10  0.035384  0.7364  2.98601
1.30  0.039723  0.7269  2.98528
1.50  0.043789  0.7191  2.98466
d(kT0)/d(stress) = 5.3269 bohr^3
dT0/d(stress) = 57.17 K/GPa
d(1/eta)/d(kT) at T0 = 97.336 a.u.
Q at T0 from these two slopes = 259.249 a.u.
Q at T0 from strain and polarization = 259.249 a.u.
Exponents in T-T0, from 1.001 T0 and 1.002 T0
eta: -0.9997, Q: -0.00005, M: -1.9994
T d ln(.)/dT at 1.1 T0
eta: -10.771, Q: -0.0321, M: -21.574
SI at 1.1 T0: Q = 0.0790 m^4/C^2
SI at 1.1 T0: M = 7.496e-18 m^2/V^2
Strong field at 1.01 T0: E = 5.00e-06 a.u. = 2.571e+06 V/m
P = 1.0120e-03 a.u.; linear estimate eta E = 4.2950e-03 a.u.
field-induced strain = 2.6595e-04
(strain/E^2)/M = 0.0556; (strain/P^2)/Q = 1.0020
Short-range soft mode, exponents in T-Tc
eta: -1.9971, Q: 0.9971, M: -2.9971
every check passed
```
